# The exact non-additive kinetic potential as a difference of Kohn-Sham potentials

Four electrons on a line occupy two neighbouring wells, 24 eV and 30 eV deep. Two of them are assigned to a subsystem A around the shallower well, and the density of the other two is frozen. If the electrons of A are then allowed to relax in the unchanged potential of the whole system, 1.82 of the two electrons end up in the wrong place, nearly all of them in the deep well. One additional local potential repairs this and returns the intended density to within \(3\times10^{-6}\) electrons. Measured from its value at the centre of the shallow well, this potential is +11.5 eV at the centre of the deep well, far too little to fill a 30 eV well, and halfway up the inner side of that well it is even negative, −4.7 eV. What fixes these values is an identity for the kinetic energy.

Let the total density be \(\rho=\rho_A+\rho_B\), with \(\rho_B\) frozen. Atomic units are used in the algebra, and all shells are closed. Define \(T_s[n]\) as the smallest kinetic energy of any Slater determinant with density \(n\), and let \(v_s[n]\) be the local potential whose non-interacting ground state has density \(n\). Adding a constant to a potential changes no density, so \(v_s[n]\) is defined up to a constant. The non-additive kinetic energy and its potential are

\[
T^{\rm nad}=T_s[\rho_A+\rho_B]-T_s[\rho_A]-T_s[\rho_B],\qquad
v_T(\mathbf r)=\left.\frac{\delta T^{\rm nad}}{\delta\rho_A(\mathbf r)}\right|_{\rho_B}.
\]

The statement to be shown is

\[
v_T(\mathbf r)=v_s[\rho_A](\mathbf r)-v_s[\rho](\mathbf r)+\text{constant}.
\]

The proof assumes that \(\rho_A\) and \(\rho\) are ground-state densities of non-interacting systems with a gap between occupied and empty levels. It also assumes that nearby densities with the same electron number are of this kind, with potentials that change continuously once the free constant is fixed. The frozen density needs a finite \(T_s[\rho_B]\), but no potential of its own.

The central step is the derivative of \(T_s\). Let \(n\) be an admissible density and \(\Phi\) the ground-state determinant in \(v_s[n]\), with energy \(E_0\). Every determinant with density \(n\) has the same potential energy \(\int v_s[n]\,n\), and none has a total energy below \(E_0\). Hence \(\Phi\) has the smallest kinetic energy among them, and

\[
E_0=T_s[n]+\int v_s[n]\,n .
\]

Now take a second admissible density \(n'=n+\varepsilon\eta\) with \(\int\eta=0\), so that the electron number is unchanged. Its minimizing determinant is a trial state for the potential \(v_s[n]\), and the variational principle gives

\[
T_s[n']+\int v_s[n]\,n'\ \ge\ T_s[n]+\int v_s[n]\,n .
\]

Moving terms across yields a lower bound,

\[
T_s[n']-T_s[n]\ \ge\ -\varepsilon\int v_s[n]\,\eta .
\]

Exchanging the roles of the two densities gives \(T_s[n]+\int v_s[n']\,n\ge T_s[n']+\int v_s[n']\,n'\), which is an upper bound on the same difference. For \(\varepsilon>0\), division by \(\varepsilon\) combines them:

\[
-\int v_s[n]\,\eta\ \le\ \frac{T_s[n+\varepsilon\eta]-T_s[n]}{\varepsilon}\ \le\ -\int v_s[n+\varepsilon\eta]\,\eta .
\]

For \(\varepsilon<0\) the division reverses both inequalities, and the same two integrals enclose the quotient in the opposite order. As \(\varepsilon\to0\), the assumed continuity makes the outer members coincide; the free constants do not matter because \(\int\eta=0\). The derivative therefore exists along every such \(\eta\) and equals \(-\int v_s[n]\,\eta\). Since adding a constant to the functional derivative would not alter its integral with \(\eta\),

\[
\frac{\delta T_s}{\delta n(\mathbf r)}=-v_s[n](\mathbf r)+\text{constant}.
\]

The bounds can be seen at work in the model. A small bump of height 0.2 eV is added to the total potential, and the density responds. The bounds on the change of \(T_s\) are −0.81 and +0.06 meV, and the actual change is −0.38 meV. With a bump half as high they are −0.34 and −0.12 meV, with −0.23 meV between them. These values belong to a grid of spacing 0.05 Å; in the limit of a fine grid all six lie 0.01 to 0.02 meV lower, in the same order. The distance between the bounds falls by a factor of 4.00. This is the expected second-order behaviour, because that distance is the integral of the change of potential times the change of density, both of first order.

The identity now follows from the chain rule. Changing \(\rho_A\) by \(\varepsilon\eta\) at fixed \(\rho_B\) changes \(\rho\) by the same \(\varepsilon\eta\), and \(T_s[\rho_B]\) does not change. Thus

\[
v_T=\left.\frac{\delta T_s}{\delta n}\right|_{n=\rho}-\left.\frac{\delta T_s}{\delta n}\right|_{n=\rho_A}+\text{constant}
=-v_s[\rho]+v_s[\rho_A]+\text{constant}.
\]

The signs have a simple origin: \(T_s[\rho]\) enters \(T^{\rm nad}\) with a plus and \(T_s[\rho_A]\) with a minus, and each derivative supplies a further minus. Variations at fixed electron number cannot determine the constant.

The role of this potential appears when the total energy is minimized over \(\rho_A\). Write the energy as \(T_s[\rho_A]+T_s[\rho_B]+T^{\rm nad}+G[\rho]\), where \(G\) contains the external, Hartree and exchange-correlation energies, and let \(v_{\rm eff}[\rho]=v_{\rm ext}+v_{\rm H}[\rho]+v_{\rm xc}[\rho]\) be its derivative. Stationarity at fixed electron number reads

\[
-v_s[\rho_A]+v_T+v_{\rm eff}[\rho]=\text{constant}.
\]

The orbitals of A therefore move in \(v_{\rm eff}[\rho]+v_T\), which equals \(v_s[\rho_A]\) up to a constant and has \(\rho_A\) as its ground-state density. Inserting the identity for \(v_T\) leaves \(v_{\rm eff}[\rho]=v_s[\rho]+\text{constant}\), so the total density solves the ordinary Kohn-Sham equations. This conclusion needs the assumptions to hold at the minimum. If the chosen \(\rho_B\) exceeds the true total density somewhere, no non-negative \(\rho_A\) can complete it to that density, and this route to the full solution is closed.

Two potentials must be kept apart from those in the identity. First, \(v_s[\rho_A]\) is not the Kohn-Sham potential of the isolated fragment A; it is whatever potential produces the density that A has inside the whole. Second, \(v_s[\rho]\) equals \(v_{\rm eff}[\rho]\) at the self-consistent total density, whereas the identity holds for any admissible pair of densities.

In the model the total Kohn-Sham potential \(v\) is prescribed: two Gaussian wells of width parameter 0.5 Å centred at \(x=-1.2\) Å (A) and \(x=+1.2\) Å (B), between hard walls at ±3.5 Å. These are round parameters and represent no particular material. The occupied levels lie at \(\epsilon_1=-17.84\) eV and \(\epsilon_2=-13.29\) eV, and the next level at −0.72 eV leaves a wide gap. The density is divided by a smooth weight,

\[
\rho_A=w\rho,\qquad w(x)=\frac{1}{1+e^{(x-x_0)/d}},\qquad d=0.35\ \text{Å},
\]

where \(x_0=0.033\) Å gives A two electrons.

For the subsystem the potential can be written down directly. Both electrons occupy \(\phi=\sqrt{\rho_A/2}\), and \(-\tfrac12\phi''+v_s\phi=\epsilon\phi\) gives, as long as \(\rho_A\) has no node,

\[
v_s[\rho_A]=\frac{(\sqrt{\rho_A})''}{2\sqrt{\rho_A}}+\text{constant}.
\]

A fair examination of the identity needs \(T_s[\rho]\) without the use of any potential. In one dimension this is possible. Put \(R=\sqrt\rho\) and write two real orbitals as

\[
\phi_1=\frac{R}{\sqrt2}\cos\theta,\qquad \phi_2=\frac{R}{\sqrt2}\sin\theta .
\]

Doubly occupied, they give the density \(2\phi_1^2+2\phi_2^2=\rho\) for any angle \(\theta(x)\). Because the cross terms cancel, \(\phi_1'^2+\phi_2'^2=\tfrac12(R'^2+R^2\theta'^2)\). With \(R'^2=\rho'^2/(4\rho)\) and two electrons per orbital,

\[
T_s[\rho]=\min_\theta\int\left(\frac{\rho'^2}{8\rho}+\frac{\rho\,\theta'^2}{2}\right)dx,
\qquad \int\rho\cos2\theta\,dx=\int\rho\sin2\theta\,dx=0 .
\]

The two constraints express equal norms and orthogonality, since \(\phi_1^2-\phi_2^2=\tfrac12\rho\cos2\theta\) and \(\phi_1\phi_2=\tfrac14\rho\sin2\theta\). The search gives 17.631 eV, the same as the kinetic energy of the eigenfunctions on the same grid; in the limit of a fine grid the value is 17.625 eV. With 7.996 eV for A and 9.273 eV for B on the 0.05 Å grid, the non-additive part is \(17.631-7.996-9.273=0.36\) eV; in the limit of a fine grid the two parts are 7.994 and 9.270 eV, and the difference is still 0.36 eV.

The derivative was then taken from its definition: a little charge is moved inside A from its density peak to another grid site, \(\rho_B\) stays fixed, and the change of \(T^{\rm nad}\) is divided by the charge moved. This gives \(v_T\) relative to its value at the peak of A, \(x=-1.2\) Å, which serves as the zero below. At the 121 sites holding more than \(10^{-6}\) electrons of A, the result differs from the difference of potentials by at most \(4\times10^{-5}\) eV, while \(v_T\) itself varies by tens of eV. Some values on this grid, whose spacing is 0.05 Å, are given below in eV. In the limit of a fine grid the listed \(v_T\) change by less than 0.1 eV, most of all at \(x=0\), where the limit is 15.0 eV.

| \(x\) (Å) | \(v_s[\rho]\) | \(v_s[\rho_A]\) | \(v_T\) |
|---|---|---|---|
| −1.2 | −24.0 | −24.0 | 0.0 |
| 0.0 | −3.0 | 11.9 | 14.9 |
| 0.6 | −14.6 | −19.3 | −4.7 |
| 1.2 | −30.0 | −18.5 | 11.5 |
| 1.8 | −14.6 | 14.9 | 29.5 |

The uneven profile can be traced by working out both potentials for this partition. For the total system, differentiating \(\phi_1^2+\phi_2^2=R^2/2\) twice and using the expression for \(\phi_1'^2+\phi_2'^2\) gives

\[
\phi_1\phi_1''+\phi_2\phi_2''=\tfrac12\left(RR''-R^2\theta'^2\right).
\]

The Kohn-Sham equations, \(\phi_k''=2(v-\epsilon_k)\phi_k\), turn the left side into \(R^2(v-\bar\epsilon)\), where \(\bar\epsilon(x)=2(\epsilon_1\phi_1^2+\epsilon_2\phi_2^2)/\rho\) is the local average level. Here \(\phi_1,\phi_2\) are the eigenfunctions, which fixes the choice of \(\theta\). Dividing by \(R^2\),

\[
\frac{R''}{2R}=v-\bar\epsilon+\frac{\theta'^2}{2}.
\]

For A, insert \(\sqrt{\rho_A}=\sqrt w\,R\) into its potential. The product rule gives

\[
\frac{(\sqrt wR)''}{2\sqrt wR}=\frac{R''}{2R}+\frac{(\sqrt w)'}{\sqrt w}\frac{R'}{R}+\frac{(\sqrt w)''}{2\sqrt w}.
\]

From \(w'=-w(1-w)/d\) one has \((\sqrt w)'/\sqrt w=w'/(2w)=-(1-w)/(2d)\). The second derivative follows from \(f''/f=(f'/f)'+(f'/f)^2\):

\[
\frac{(\sqrt w)''}{\sqrt w}=-\frac{w(1-w)}{2d^2}+\frac{(1-w)^2}{4d^2}=\frac{(1-w)(1-3w)}{4d^2}.
\]

Subtracting \(v\) leaves

\[
v_T=\frac{\theta'^2}{2}-\bar\epsilon-\frac{1-w}{2d}\frac{R'}{R}+\frac{(1-w)(1-3w)}{8d^2}+\text{constant}.
\]

The depth of the well has dropped out as an explicit term. What remains is the rotation between the two orbitals, the local average level, and two terms made by the shape of the partition.

At the centre of B the density is near its maximum, so \(R'/R\) is small, and one orbital dominates in each well, so \(\theta'\) is expected to be small too. The average level changes from about \(\epsilon_2\) in A to about \(\epsilon_1\) in B, which contributes \(-13.29+17.84=4.55\) eV. With \(\hbar^2/m_e=7.62\) eV Å\(^2\), the factor \(1/(8d^2)\) is \(7.62/(8\times0.35^2)=7.8\) eV. The printed densities give \(w=0.0650/1.890=0.034\) at the centre of B, so the last term is \(0.966\times0.897\times7.8=6.7\) eV. At the reference point \(w=0.971\), and the same term is −0.4 eV. The estimate is \(4.55+6.7+0.4=11.7\) eV, against the computed 11.48 eV, or 0.422 hartree. The neglected slopes and orbital mixing account for the difference. Halving the grid spacing changes the computed value by 0.02 eV.

The remaining values follow from the slope term. At \(x=0.6\) Å the density rises towards B, so \(R'/R>0\) and this term is negative. The last term is positive there, the level term is not negative relative to A, and \(\theta'^2/2\) cannot be negative; the slope term is thus what makes \(v_T\) negative. On the outer side of B the density falls, the term changes sign, and \(v_T\) climbs to 29.5 eV at 1.8 Å. Between the wells, at \(x=0\), the last term is about −2 eV and the level term lies between 0 and 4.55 eV. To reach the value of 14.9 eV, the rotation term \(\theta'^2/2\) and the slope term must together supply the remaining 12 to 17 eV.

The potential that A feels in the region of B is therefore not a filled-in well. It still has a minimum there, and for this partition it must have one. The partition leaves a small tail of A's density with a local maximum on the inner side of B: the printed values of \(\rho_A\) are 0.087, 0.110 and 0.065 Å\(^{-1}\) at \(x=0\), 0.6 and 1.2 Å. At this maximum \(\sqrt{\rho_A}\) curves downward, so \(v_s[\rho_A]\) lies below the level of A's orbital. At the density minimum between the wells and in the outer tail beyond B, \(\sqrt{\rho_A}\) curves upward and the potential lies above that level. A different choice of A's two-electron density within the same total density would give a different \(v_T\).

A limiting case shows this plainly. Let \(\rho_A=2\phi_1^2\), the density of the lowest orbital of the total system. That orbital is nodeless and is the ground state of \(v\) itself, so \(v_s[\rho_A]=v_s[\rho]\) up to a constant and \(v_T\) is flat, although the two densities may overlap. The numerical derivative gives at most \(3.4\times10^{-5}\) eV at the sites examined. The opposite choice, \(\rho_A=2\phi_2^2\), violates the assumptions. Since \(\phi_2\) has a node, \(\sqrt{\rho_A}\) is proportional to \(|\phi_2|\) and has a kink where it vanishes. Its second derivative contains a delta function at a point where the denominator is zero, and no finite potential has this density as its ground state. As a frozen \(\rho_B\) it is harmless, because its kinetic energy is finite.

With the identity established, the embedded equation can be used to judge replacements for \(v_T\). The total potential and both densities are held fixed, and the two electrons of A are placed in the ground state of \(v\) plus the chosen term. The displaced charge is half the integral of the absolute density error, relative to the target \(\rho_A\). The numerically differentiated \(v_T\) gives \(2.6\times10^{-6}\) electrons. Without \(v_T\) the electrons fall into the lowest orbital of the total system, which lies mostly in B: 0.05 electrons remain left of \(x_0\), where the target has 1.87.

The one-dimensional Thomas-Fermi approximation follows from the Fermi wave number \(k_F=\pi\rho/2\) of a spin-paired uniform gas. The derivative of its kinetic energy with respect to density is \(k_F^2/2=\pi^2\rho^2/8\), hence

\[
v_T^{\rm TF}=\frac{\pi^2}{8}\left(\rho^2-\rho_A^2\right).
\]

It prevents the collapse into B but displaces 0.092 electrons and leaves 1.95 left of \(x_0\), slightly too many. Using the potential of the isolated well A in place of \(v_s[\rho_A]\) displaces 0.105 electrons. That potential correctly gives the density of the isolated fragment, which is not the density assigned to A here. The full set of values is in the numerical output.

For molecules and solids the identity holds under the same assumptions, but its use has a price: \(v_s[\rho_A]\) and \(v_s[\rho]\) must be found by inverting densities, and the second inversion requires orbitals for the whole system, which a calculation on the subsystem alone would avoid. With a degenerate highest level, a closing gap or a fractional electron number, the single-determinant argument given here no longer suffices, and \(T_s\) would have to be defined over ensembles.

## Table of computed values

```
walls at +-3.5 A, well centres at +-1.2 A, sigma 0.5 A
well depths: A (left) 24.0 eV, B (right) 30.0 eV
grid spacing 0.050 A, sites 139
three lowest levels (eV): [-17.842 -13.291  -0.723]
partition midpoint 0.0328 A, width 0.35 A
electrons in A 2.000000, in B 2.000000
T_s total, constrained search 17.63136 eV
T_s total, eigenfunctions     17.63136 eV
T_s of A 7.9959 eV, T_s of B 9.2726 eV
T_nad 0.3628 eV
potentials aligned at density peak of A, x = -1.20 A
x(A) rho(1/A) rho_A(1/A) v_s[rho] v_s[rho_A] vT_diff vT_deriv (eV)
-2.40  0.08930  0.08921   -1.347   -1.000   0.3475   0.3475
-1.20  1.73349  1.68376  -24.000  -24.000   0.0000   0.0000
-0.60  0.70551  0.60611  -11.728  -10.429   1.2989   1.2989
 0.00  0.16692  0.08736   -3.031   11.899  14.9303  14.9304
 0.60  0.66551  0.10988  -14.639  -19.332  -4.6924  -4.6924
 1.20  1.89010  0.06500  -30.000  -18.517  11.4830  11.4831
 1.80  0.66301  0.00423  -14.603   14.938  29.5405  29.5405
 2.40  0.06504  0.00008   -1.684   34.000  35.6843  35.6844
largest mismatch of the two roads 4.0e-05 eV
  over sites with more than 1e-6 electrons of A: 121
v_T at centre of B: 11.483 eV = 0.4220 hartree
same on grid of half the spacing: 11.503 eV
embedded A: displaced electrons, electrons left of midpoint
  target density       0         1.8723
  v_T from derivative  2.6e-06   1.8723
  v_T omitted          1.8189    0.0534
  v_T Thomas-Fermi     0.0924    1.9539
  isolated-A potential 0.1048    1.9771
lowest-orbital subsystem: largest |v_T| 3.4e-05 eV
bounds on change of T_s (eV): lower, actual, upper
  bump 0.2 eV: -0.000814 -0.000376 0.000061
  bump 0.1 eV: -0.000338 -0.000228 -0.000119
  ratio of the gaps 4.000
```
